# Same-voxel acid neutralization vanishes as three-dimensional voxels shrink

## Definitions and conventions

An acid A and a quencher B diffuse in a periodic cube of side \(L\) and volume \(V=L^3\), divided into \(N^3\) cubic voxels of side \(h=L/N\). A molecule hops to each of its six neighbouring voxels at rate \(D_A/h^2\) or \(D_B/h^2\), and \(D=D_A+D_B\). Molecules are points and do not exclude one another. An acid and a quencher in the same voxel neutralize each other with probability per unit time

\[
\kappa=\frac{k}{h^3},
\]

where \(k\), a volume per time, is held fixed as \(h\) changes. Initial positions are independent and uniform unless stated otherwise. The algebra contains neither \(\hbar\) nor a charge until electrostatic effects are estimated, so it holds in any consistent units. The example uses nm and s.

The claim to be examined is that reducing \(h\) always improves such a simulation.

## The counter-example

Take \(L=8\) nm, \(V=512\) nm³, \(D_A=0.4\) and \(D_B=0.1\) nm²/s, so \(D=0.5\) nm²/s. The intended rate constant is that of molecules reacting at first contact, at distance \(\sigma=0.5\) nm. Around one molecule the steady concentration of partners is \(c_\infty(1-\sigma/r)\), which vanishes at \(r=\sigma\). The inward flux \(4\pi\sigma^2D\,(c_\infty/\sigma)\), divided by \(c_\infty\), gives

\[
k=4\pi D\sigma=3.142\ \text{nm}^3/\text{s}.
\]

**Mean time for one pair.** Let \(\mathbf n\) be the voxel displacement between A and B. A hop of either molecule changes it by one unit, so \(\mathbf n\) performs a walk with rate \(D/h^2\) in each of six directions. Let \(u_{\mathbf n}\) be the mean time to reaction from \(\mathbf n\). During a short time \(dt\) the pair hops, reacts or does neither:

\[
u_{\mathbf n}=dt+\frac{D\,dt}{h^2}\sum_{\mathbf e}u_{\mathbf n+\mathbf e}
+\left(1-\frac{6D\,dt}{h^2}-\kappa\,\delta_{\mathbf n,0}\,dt\right)u_{\mathbf n}.
\]

The sum runs over the six unit steps. Cancelling \(u_{\mathbf n}\) and dividing by \(dt\) gives

\[
\frac{D}{h^2}\sum_{\mathbf e}(u_{\mathbf n+\mathbf e}-u_{\mathbf n})
-\kappa\,\delta_{\mathbf n,0}\,u_0=-1. \tag{1}
\]

Sum (1) over all \(N^3\) displacements. The hopping terms cancel by periodicity, leaving \(\kappa u_0=N^3\), or

\[
u_0=\frac{N^3h^3}{k}=\frac Vk .
\]

For the other starts, set \(\hat u_{\mathbf q}=\sum_{\mathbf n}u_{\mathbf n}e^{-i\mathbf q\cdot\mathbf n}\), with each \(q_i\) a multiple of \(2\pi/N\). The hopping sum becomes \(-\lambda_{\mathbf q}\hat u_{\mathbf q}\), where \(\lambda_{\mathbf q}=\sum_i(2-2\cos q_i)\). The constant \(-1\) contributes at \(\mathbf q=0\) alone, so for \(\mathbf q\ne0\)

\[
-\frac D{h^2}\lambda_{\mathbf q}\hat u_{\mathbf q}-N^3=0,
\qquad
\hat u_{\mathbf q}=-\frac{h^2N^3}{D\lambda_{\mathbf q}} .
\]

The term \(\mathbf q=0\) of the inverse transform is the average \(T\) over uniform starts. Hence

\[
u_0=T+\frac1{N^3}\sum_{\mathbf q\ne0}\hat u_{\mathbf q}
=T-\frac{h^2N^3}{D}g_N,\qquad
g_N=\frac1{N^3}\sum_{\mathbf q\ne0}\frac1{\lambda_{\mathbf q}} .
\]

Since \(h^2N^3=V/h\),

\[
\boxed{T=V\left(\frac1k+\frac{g_N}{Dh}\right)} \tag{2}
\]

The first term is the well-mixed time. The second is the time spent finding the same voxel.

**The limit.** In three dimensions the singularity \(1/q^2\) is integrable, and \(g_N\) tends to a finite constant. Writing \(1/\lambda=\int_0^\infty e^{-\lambda t}dt\) and using \((2\pi)^{-1}\int_{-\pi}^{\pi}e^{2t\cos q}dq=I_0(2t)\),

\[
g=\int_0^\infty\left[e^{-2t}I_0(2t)\right]^3dt=0.252731 .
\]

Thus \(T\) grows as \(gV/(Dh)\). At \(h=0.25\) nm, where \(g_N=0.24568\),

\[
T=162.97+\frac{512\times0.24568}{0.5\times0.25}\approx1169\ \text{s}.
\]

For \(h=2,1,0.5,0.25\) nm, solving (1) on the grid gives 264, 393, 652 and 1169 s. The continuum value for this \(k\) and box, derived below, is 134 s. Refinement moves the result steadily away from it.

**The whole block.** Now place 24 acids and 15 quenchers in the cube for 60 s. An event-by-event simulation with fixed \(k\) leaves these fractions of the quencher:

| \(h\) (nm) | simulated | standard error | well mixed with \(k_{\rm eff}\) |
|---|---|---|---|
| 2 | 0.053 | 0.005 | 0.060 |
| 1 | 0.105 | 0.007 | 0.119 |
| 0.5 | 0.212 | 0.009 | 0.230 |
| 0.25 | 0.389 | 0.014 | 0.392 |

A well-mixed block with the intended \(k\) would retain 0.011. This figure omits the finite-box and early-time enhancement of a diffusion-limited reaction; with the corrected constant (5) below, at \(h\) between 1.6 and 2.7 nm, the simulated block retains about 0.005. The last column follows from a process in which \(b\) quenchers become \(b-1\) at rate \(k_{\rm eff}\,b(b+9)/V\), with

\[
k_{\rm eff}=\frac{k}{1+kg/(Dh)} . \tag{3}
\]

This is the rate constant implied by (2) when \(g_N\) is replaced by \(g\). It falls from 1.75 to 0.43 nm³/s across the table. The comparison neglects spatial correlations, the faster initial reaction of nearby pairs and the difference between \(g_N\) and \(g\). Their separate effects were not tested, so only the overall trend should be read from the agreement.

## Why the rate falls

Suppose a pair has just met in one voxel of an infinite lattice. Without reaction, its expected total time in coincidence, returns included, is \(\tau=gh^2/D\), because \(g\) is the time integral of the return probability in units of \(h^2/D\). The coincidence time is a geometric number of independent exponential stays, and is therefore itself exponential with mean \(\tau\). The probability of reacting before final escape is

\[
p=1-\int_0^\infty\frac{e^{-s/\tau}}{\tau}e^{-\kappa s}ds
=\frac{\kappa\tau}{1+\kappa\tau}=\frac{x}{1+x},
\qquad x=\frac{kg}{Dh}.
\]

Equation (3) can now be written

\[
k_{\rm eff}=\frac{Dh}{g}\,p .
\]

As \(h\to0\), \(p\to1\): a pair that meets reacts almost surely. The meeting rate constant \(Dh/g\) nevertheless vanishes, because the target has shrunk to a point. The greater local propensity \(k/h^3\) cannot compensate for meetings that do not occur.

This also explains why \(u_0=V/k\) does not depend on \(h\). A fraction \(1/(1+x)\) of same-voxel pairs escapes and then needs about \(V(1+x)/k\) to react. The product is \(V/k\), although most pairs react at once when \(h\) is small.

## The correct general statement and its proof

A diverging mean does not by itself make reaction improbable within a fixed time, since a few very long times could dominate it. The following statement concerns the probability directly.

**Statement.** Let \(M_A\) acids and \(M_B\) quenchers start independently and uniformly in a fixed three-dimensional periodic box, with \(M_A\), \(M_B\), \(D\) and \(t\) independent of \(h\). If reaction requires a shared voxel, then

\[
P(\text{any neutralization by }t)\le
M_AM_B\,\frac{h^3+6Dht}{V}\xrightarrow[h\to0]{}0 . \tag{4}
\]

**Proof.** Give every molecule a path that it would follow if reactions were switched off. The real molecule follows this path until it is removed.

Consider one acid-quencher pair of such paths. Its displacement starts uniform and remains uniform, because the hopping rates are symmetric. At any time it occupies each value with probability \(N^{-3}=h^3/V\). The pair can coincide by time \(t\) in two ways.

1. It coincides initially, with probability \(h^3/V\).
2. It enters coincidence later. Each of the six neighbouring displacements is occupied with probability \(h^3/V\) and feeds coincidence at rate \(D/h^2\). The expected number of entries by \(t\) is

\[
6\,\frac D{h^2}\,\frac{h^3}{V}\,t=\frac{6Dht}{V}.
\]

The probability of at least one entry cannot exceed the expected number of entries. Adding the two cases bounds the meeting probability of one pair by \((h^3+6Dht)/V\). Every neutralization requires a meeting of the corresponding free paths, and there are \(M_AM_B\) pairs. The union bound gives (4). ∎

The value of \(k\) was never used, so even instantaneous same-voxel reaction obeys (4). Applying the argument to each quencher separately shows that the expected reacted fraction is at most \((M_A/V)(h^3+6Dht)\), which depends on the acid density and not on the box size.

For one pair in the example and \(t=60\) s, the reaction probabilities at \(h=2,1,0.5,0.25,0.125\) nm are 0.205, 0.143, 0.088, 0.050 and 0.027. At the smallest voxel the bound is 0.044. The leading estimate \(k_{\rm eff}t/V\to Dht/(gV)\) is closer: the computed probability is 0.93 times this estimate. The remaining finite-\(k\) factor \(x/(1+x)\) is also 0.93 there.

The initial condition matters. If an initial distribution of pair displacements nowhere exceeds a fixed multiple \(C\) of the uniform one, the pair bound is multiplied by \(C\), because probabilities are linear in the initial distribution. Pairs deliberately created in a common voxel violate this condition as \(h\to0\), and they do react.

**Other dimensions.** In one dimension, with propensity \(k_1/h\), the solution of (1) away from \(n=0\) is

\[
u_n=\frac L{k_1}+\frac{h^2}{2D}n(N-n),
\]

since the second difference of \(n(N-n)\) is \(-2\). Using \(\sum_{n=0}^{N-1}n(N-n)=N(N^2-1)/6\), the mean is

\[
T_1=\frac L{k_1}+\frac{L^2-h^2}{12D},
\]

which stays finite. In two dimensions the lattice sum grows as \((2\pi)^{-1}\ln N\), so each halving of \(h\) adds about \(L^2\ln2/(2\pi D)\), here 14.1 s. The mean diverges, but only logarithmically. The \(1/h\) law belongs to three dimensions.

## Two repairs

**A voxel-dependent constant.** Require the effective constant to equal the intended \(k\). Replacing \(k\) by \(k_h\) in the reciprocal of (3) gives

\[
\frac1{k_h}+\frac g{Dh}=\frac1k,
\qquad
k_h=\frac{k}{1-h^*/h},\qquad h^*=\frac{gk}{D}. \tag{5}
\]

A positive finite \(k_h\) requires \(h>h^*\). Below \(h^*\), even immediate reaction gives only \(Dh/g<k\). For \(k=4\pi D\sigma\),

\[
h^*=4\pi g\sigma=3.176\,\sigma=1.59\ \text{nm}\quad(15.9\ \text{Å}).
\]

At \(h=h^*\), the uncorrected rate is half the intended one. In general \(k_{\rm eff}/k=1/(1+h^*/h)\), so a rate error below 10% with fixed \(k\) needs \(h>9h^*\approx14\) nm. Such voxels would erase the concentration gradients inside this block.

The continuum time for comparison includes a finite-box term. Let \(w(\mathbf r)\) be the local reaction rate multiplied by \(u\). The continuum form of (1) is \(D\nabla^2u-w=-1\), and integration gives \(\int w\,d^3r=V\). The periodic Green function with zero mean behaves near its source as

\[
G(r)=\frac1{4\pi r}-\frac cL+O\!\left(\frac{r^2}{L^3}\right),\qquad c=0.225785 .
\]

Here \(c\) collects the periodic images and the neutralizing uniform background. Since \(u=T-D^{-1}\int Gw\,d^3r'\), the reaction zone sees a free-space problem with distant value \(u_\infty=T+cV/(DL)\). Its total reaction is \(ku_\infty=V\), so

\[
T\simeq\frac Vk-\frac{cV}{DL}=162.97-28.90=134.07\ \text{s}. \tag{6}
\]

With (5), voxels of 2.667, 2.000 and 1.600 nm give 135.5, 134.7 and 134.4 s. The last requires \(k_h=417\) nm³/s, about 133 times \(k\), because \(h\) lies just above \(h^*\).

**A fixed reaction radius.** To refine further, let a pair react at rate \(\lambda\) whenever its separation is less than a physical radius \(R\). The steady concentration, scaled to one far away, is \(f(r)/r\), with

\[
f=B\sinh(\alpha r)\ (r<R),\qquad f=r-a\ (r>R),\qquad \alpha=\sqrt{\lambda/D}.
\]

Continuity of \(f\) and \(f'\) gives \(B\sinh\alpha R=R-a\) and \(B\alpha\cosh\alpha R=1\). Dividing the first by the second,

\[
a=R-\frac{\tanh\alpha R}{\alpha},\qquad k=4\pi Da .
\]

For \(R=1\) nm, \(\lambda=1.834\) s⁻¹ gives \(a=0.5\) nm and the intended \(k\). On the grid, each relative voxel receives \(\lambda\) times the fraction of its volume inside \(R\), estimated from \(8^3\) points. The pair times at \(h=2,1,0.5,0.25\) nm are 165, 120, 131 and 133.7 s. They do not approach monotonically, but the last is within 0.3% of (6). It is not yet converged: \(h=0.125\) nm gives 134.2 s, and the limit is about 134.5 s, 0.6% above the value at 0.25 nm. The 0.4 s between this limit and (6) comes from terms proportional to \(R^2/D\) that (6) omits. Refinement now works because it resolves a bounded sink of fixed size instead of shrinking the target.

## Relation to a real resist

The parameters are rough values for a chemically amplified EUV resist baked at 373 K: 0.047 acids and 0.029 quenchers per nm³, and an acid diffusion length \(\sqrt{2D_At}=6.9\) nm along each axis. Real formulations vary widely. One assumption open to doubt is the absence of attraction. For a free ion beside a neutral quencher with a 1 D dipole and relative permittivity 3, the aligned energy at contact is 0.040 eV, against \(k_BT=0.032\) eV. This energy falls as \(1/r^2\). It would raise the contact rate by about 42% if the dipole always pointed along the line of centres, but by only about 5% if the dipole rotated freely and quickly. Two free opposite ions would be far more affected. With energy \(-k_BT\,r_c/r\), the steady inward flux \(4\pi r^2D\,e^{r_c/r}\,\frac{d}{dr}\left(c\,e^{-r_c/r}\right)\) is the same at every \(r\). Dividing it by \(4\pi r^2D\,e^{r_c/r}\) and integrating from \(c=0\) at \(\sigma\) to \(c_\infty\) far away replaces \(\sigma\) by \(\left[\int_\sigma^\infty e^{-r_c/r}r^{-2}dr\right]^{-1}=r_c/(1-e^{-r_c/\sigma})\). Here \(r_c=14.9\) nm, which raises \(k\) by a factor of 30 and \(h^*\) to 47 nm. Both figures describe an isolated, unscreened pair. In this block \(r_c\) far exceeds the acid spacing of about 2.8 nm, so other ions would interfere, and pairing of the proton with its own anion would weaken the attraction further. The figures therefore do not describe a typical resist.

Other omissions can be estimated one at a time. If deprotection lowered \(D\) threefold while the simulation kept \(k\) fixed, \(h^*\) would rise to 4.8 nm; a contact-limited \(k=4\pi D\sigma\) falls with \(D\) and leaves \(h^*\) unchanged. For an assumed activation energy of 1 eV, one kelvin changes \(D\) by 8.3%. For an isolated pair in an infinite medium the transient excess of the contact rate, \(\sigma/\sqrt{\pi Dt}\), is 5.2% at the end of the bake and averages twice that over the whole bake. In the periodic 8 nm box this decay stops after about \(L^2/(4\pi^2D)\approx3\) s, and the pair rate then stays about 21% above \(k/V\), in line with (6). In a 30 nm film the acid diffusion length is 0.23 of the thickness, so the two layers within one diffusion length of a surface make up nearly half of the film, and a periodic block does not describe them. The reactants fill about 0.5% of the volume, but a 0.25 nm voxel is smaller than the assumed contact distance, and there the point-molecule picture has lost its physical basis.

For a same-voxel simulation of this kind, \(h\) should therefore be compared with \(gk/D\) before it is reduced. Above that length (5) restores the pair rate; below it the reaction needs a physical range. The numerical output follows.

## Computed results

```
box side 8.0 nm, volume 512 nm^3
acids 24, quenchers 15
densities: acid 0.0469, quencher 0.0293 nm^-3
D acid 0.4, D quencher 0.1, sum 0.5 nm^2/s
contact distance 0.5 nm, bake 60 s at 373 K
intended rate constant k = 3.1416 nm^3/s
lattice constant g = 0.252731, finite-box constant c = 0.225785
critical (half-rate) voxel h* = 1.5880 nm = 15.88 angstrom
h*/contact distance = 3.1759
V/k = 162.97 s; continuum pair time 134.07 s
two-particle solve, 3 voxels per side: 232.5055 s; formula 232.5055 s
h (nm), g_N, k_eff (nm^3/s), pair time fixed k (s), fixed radius (s)
  2.000  0.19753  1.7512  264.11  164.96
  1.000  0.22461  1.2139  392.97  119.74
  0.500  0.23863  0.7523  651.69  131.02
  0.250  0.24568  0.4273  1169.27  133.70
h (nm), pair reaction probability in bake, upper bound
  2.000  0.20511  0.71875
  1.000  0.14252  0.35352
  0.500  0.08832  0.17603
  0.250  0.05014  0.08792
  0.125  0.02689  0.04395
probability / (D h t/(g V)) at smallest h: 0.9277
h (nm), quencher fraction left: simulated, std error, well-mixed k_eff
  2.000  0.053  0.005  0.060
  1.000  0.105  0.007  0.119
  0.500  0.212  0.009  0.230
  0.250  0.389  0.014  0.392
fraction left, well-mixed with intended k: 0.0112
react before escape, h=0.5 nm: solved 0.7580, formula 0.7605
2D time added, h 0.25 to 0.125 nm: 14.123 s; law 14.121 s
repaired k at h=2.667 nm: 7.766 nm^3/s, pair time 135.46 s
repaired k at h=2.000 nm: 15.249 nm^3/s, pair time 134.71 s
repaired k at h=1.600 nm: 417.341 nm^3/s, pair time 134.41 s
fixed radius 1.0 nm, rate inside 1.8336 1/s
kT = 0.0321 eV
charge-dipole energy at contact 0.0400 eV (1 D, permittivity 3)
free opposite ions: Coulomb length 14.93 nm, rate factor 29.9, h* 47.4 nm
D change per K at 1.0 eV activation: 8.3 %
h* if D falls threefold at fixed k: 4.76 nm
transient rate excess at end of bake: 5.2 %
acid diffusion length per axis 6.93 nm, 0.23 of a 30 nm film
volume fraction of reactants 0.50 %
```
